# Ward–Dutton Charge Partition and the Charge Error of Meyer's Capacitances

## 1. A uniform channel

Take an n-channel MOSFET with source and drain at the same voltage, and raise the gate slowly. The electron density is then nearly uniform along the channel and grows everywhere at nearly the same rate; the small gradients that carry the charging current vanish with the ramp rate. The new electrons must enter through the two ends, and by symmetry each end supplies half.

The continuity equation shows how this happens. Let $x$ run from the source, $x=0$, to the drain, $x=L$. Write the mobile charge per unit area as $-C_{ox}u(x,t)$, with $C_{ox}$ the oxide capacitance per area and $u\ge 0$ in volts. Let $I(x,t)$ be the conventional current flowing from drain to source, that is, towards $-x$. The charge per length is $-WC_{ox}u$ for channel width $W$, and the current towards $+x$ is $-I$. Charge conservation therefore reads

$$\frac{\partial(-WC_{ox}u)}{\partial t}+\frac{\partial(-I)}{\partial x}=0
\quad\Rightarrow\quad
\frac{\partial I}{\partial x}=-WC_{ox}\frac{\partial u}{\partial t}. \tag{1}$$

Terminal currents are counted positive into the device, so $I_D=I(L)$ and $I_S=-I(0)$. If $\partial u/\partial t=r$ everywhere, (1) gives $I(x)=I(0)-WC_{ox}rx$. With $C=WLC_{ox}$, the sum is $I_D+I_S=-Cr$, and symmetry makes each current $-Cr/2$.

Continuity alone fixed the sum but not the split: $I(0)$ remained free until symmetry was used. With $I(0)=Cr/2$, the average of $I(x)$ over the channel is zero, which is the steady current at zero drain-source voltage. This second reading survives when the symmetry is lost: the channel average of $I$ equals the steady current formula.

## 2. The exact terminal currents

The model is a long channel in strong inversion with constant mobility $\mu$. The depletion charge is fixed, so the threshold voltage $V_T$ is constant and the bulk carries no charging current. Leakage, generation and overlap capacitances are left out. With channel potential $V(x,t)$,

$$u=V_G-V_T-V .$$

The end values are

$$a=V_G-V_T-V_S,\qquad b=\max(V_G-V_T-V_D,\,0),$$

and they are assumed to follow the terminals without delay. The value $b=0$ describes saturation. There the channel ends at pinch-off, and the short region between that point and the drain is given no length, charge or delay.

Drift gives $I=\mu WC_{ox}u\,\partial V/\partial x$. Since $V_G-V_T$ does not depend on $x$, $\partial V/\partial x=-\partial u/\partial x$, and

$$I=-\mu WC_{ox}\,u\frac{\partial u}{\partial x}
=-\frac{\mu WC_{ox}}{2}\frac{\partial u^2}{\partial x}. \tag{2}$$

Multiply (1) by $x/L$ and integrate over the channel. The left side, by parts, is

$$\int_0^L\frac{x}{L}\frac{\partial I}{\partial x}dx
=I(L)-\frac1L\int_0^L I\,dx .$$

The right side is the time derivative of a weighted charge. Hence

$$I_D=\frac1L\int_0^L I\,dx+\frac{dQ_D}{dt},\qquad
Q_D=-WC_{ox}\int_0^L\frac{x}{L}\,u\,dx. \tag{3}$$

By (2) the averaged current depends on the end values alone:

$$\frac1L\int_0^L I\,dx=\frac{\mu WC_{ox}}{2L}(a^2-b^2)\equiv I_T. \tag{4}$$

This is the steady current formula evaluated at the instantaneous voltages, and no steady profile was assumed. With the weight $1-x/L$, integration by parts gives $-I(0)+I_T=I_S+I_T$ on the left, so

$$I_S=-I_T+\frac{dQ_S}{dt},\qquad
Q_S=-WC_{ox}\int_0^L\Bigl(1-\frac{x}{L}\Bigr)u\,dx. \tag{5}$$

Equations (3)–(5) hold at any speed within the model. The weights add to one, so $Q_D+Q_S$ is the whole channel charge. Neutrality gives $Q_G=-(Q_D+Q_S)+\text{constant}$, and the three terminal currents sum to zero.

**Why the weight is linear.** Try a general weight $g(x)$ with $g(0)=0$ and $g(L)=1$. The transport term becomes

$$\int_0^L g'I\,dx=-\frac{\mu WC_{ox}}{2}
\Bigl\{\bigl[g'u^2\bigr]_0^L-\int_0^L g''u^2dx\Bigr\}.$$

For this to depend on the end values alone, whatever the profile, $g''$ must vanish. The end conditions then give $g=x/L$. If the mobility varies with position, the same argument requires $\mu(x)g'(x)$ to be constant, and the weight is no longer linear. If the mobility depends on $u$ alone, $I$ is still the $x$-derivative of a function of $u$; the linear weight survives, though $I_T$ and the steady profile change. If the mobility depends on the lateral field $\partial V/\partial x$, as in velocity saturation, step (4) fails and the partition must be derived again.

$Q_D$ is a weighted charge. It is neither the charge lying near the drain nor a count of electrons that entered there.

## 3. The quasi-static charges

A quasi-static compact model uses charges that depend only on the present voltages. The quasi-static step replaces $u(x,t)$ by the steady profile for the present $a$ and $b$. For slow driving, the deviation from that profile is proportional to the rate of change, hence of first order in the frequency $\omega$. The charge enters the current through a further time derivative, so the error in the current is of order $\omega^2$. The transport term has no such error.

In the steady state $I$ is uniform, so by (2) $u^2$ is linear in $\xi=x/L$:

$$u^2=a^2-(a^2-b^2)\xi. \tag{6}$$

Use $u$ as the integration variable. With $\Delta=a^2-b^2$, $\xi=(a^2-u^2)/\Delta$ and $d\xi=-2u\,du/\Delta$. The limits $\xi=0,1$ become $u=a,b$, and the minus sign reverses them. The total charge is

$$\frac{|Q_D+Q_S|}{C}=\int_0^1u\,d\xi=\frac{2}{\Delta}\int_b^au^2du
=\frac{2(a^3-b^3)}{3(a^2-b^2)}=\frac23\,\frac{a^2+ab+b^2}{a+b}. \tag{7}$$

The drain charge is

$$\frac{|Q_D|}{C}=\int_0^1\xi u\,d\xi
=\frac{2}{\Delta^2}\int_b^a(a^2-u^2)u^2du
=\frac{2}{\Delta^2}\left[\frac{a^2(a^3-b^3)}{3}-\frac{a^5-b^5}{5}\right].$$

Over the common denominator 15 the bracket is $(2a^5-5a^2b^3+3b^5)/15$. The polynomial factors as

$$2a^5-5a^2b^3+3b^5=(a-b)^2(2a^3+4a^2b+6ab^2+3b^3),$$

which multiplication confirms: the $a^4b$, $a^3b^2$ and $ab^4$ terms cancel. Since $\Delta^2=(a-b)^2(a+b)^2$,

$$|Q_D|=\frac{2C}{15}\,\frac{2a^3+4a^2b+6ab^2+3b^3}{(a+b)^2}. \tag{8}$$

Reflecting the channel, $\xi\to1-\xi$, exchanges the end values and the two weights. Therefore

$$|Q_S|=\frac{2C}{15}\,\frac{3a^3+6a^2b+4ab^2+2b^3}{(a+b)^2}. \tag{9}$$

Both charges are negative: $Q_D=-|Q_D|$ and $Q_S=-|Q_S|$.

**Limits.** At $b=a$ both equal $Ca/2$, the even split of Section 1. In saturation, $b=0$,

$$|Q_D|=\tfrac{4}{15}Ca,\qquad |Q_S|=\tfrac{6}{15}Ca,\qquad
|Q_D|:|Q_S|=40:60. \tag{10}$$

Between these limits the drain share is (8) divided by (7),

$$s=\frac{2a^3+4a^2b+6ab^2+3b^3}{5(a+b)(a^2+ab+b^2)} .$$

For small drain bias put $b=a(1-\delta)$. To first order the numerator is $a^3(15-25\delta)$ and the denominator $30a^3(1-\tfrac32\delta)$, so $s\simeq\tfrac12-\delta/12$. Near saturation put $b=\eta a$. To second order $s\simeq\tfrac25(1+2\eta+3\eta^2)/(1+2\eta+2\eta^2)\simeq\tfrac25(1+\eta^2)$. The share thus reaches 40 % with zero slope. At $a=2$ V it is 50.0, 47.6, 44.8, 41.7 and 40.0 % for $V_{DS}=0$, 0.5, 1.0, 1.5 and 2.0 V.

## 4. Transcapacitances

Define $C_{ii}=\partial Q_i/\partial V_i$ and $C_{ij}=-\partial Q_i/\partial V_j$ for $i\ne j$. Four slopes are needed. Differentiating (8) with respect to $a$ gives, over $(a+b)^3$, the numerator

$$(6a^2+8ab+6b^2)(a+b)-2(2a^3+4a^2b+6ab^2+3b^3)=2a(a^2+3ab+b^2).$$

With respect to $b$ the numerator is

$$(4a^2+12ab+9b^2)(a+b)-2(2a^3+4a^2b+6ab^2+3b^3)=b(8a^2+9ab+3b^2).$$

The source slopes follow by exchanging $a$ and $b$. Thus

$$\begin{aligned}
D_a&\equiv\frac{\partial|Q_D|}{\partial a}=\frac{4C}{15}\frac{a(a^2+3ab+b^2)}{(a+b)^3},&
D_b&\equiv\frac{\partial|Q_D|}{\partial b}=\frac{2C}{15}\frac{b(8a^2+9ab+3b^2)}{(a+b)^3},\\
S_b&\equiv\frac{\partial|Q_S|}{\partial b}=\frac{4C}{15}\frac{b(a^2+3ab+b^2)}{(a+b)^3},&
S_a&\equiv\frac{\partial|Q_S|}{\partial a}=\frac{2C}{15}\frac{a(3a^2+9ab+8b^2)}{(a+b)^3}.
\end{aligned}\tag{11}$$

The gate raises both $a$ and $b$; the source voltage lowers $a$; the drain voltage lowers $b$. With the minus signs of $Q_D$ and $Q_S$,

$$\begin{aligned}
C_{DG}&=D_a+D_b, & C_{DD}&=D_b, & C_{DS}&=-D_a,\\
C_{SG}&=S_a+S_b, & C_{SD}&=-S_b, & C_{SS}&=S_a,\\
C_{GS}&=D_a+S_a, & C_{GD}&=D_b+S_b, & C_{GG}&=C_{GS}+C_{GD}.
\end{aligned}\tag{12}$$

In saturation $b$ is held at zero. Since $D_b$ and $S_b$ vanish there, (12) joins continuously at the edge of saturation.

Two sum rules apply to the plain derivatives $\partial Q_i/\partial V_j$. Each row sums to zero, because a common shift of all voltages changes neither $a$ nor $b$. Each column sums to zero, because the total charge is constant.

The matrix is not symmetric. From (12),

$$C_{DG}-C_{GD}=D_a-S_b
=\frac{4C}{15}\frac{(a-b)(a^2+3ab+b^2)}{(a+b)^3}, \tag{13}$$

and $C_{GS}-C_{SG}$ and $C_{SD}-C_{DS}$ have the same value. One number therefore measures all the nonreciprocity, and it vanishes only at $a=b$. A symmetric matrix would require the charges to be derivatives $\partial E/\partial V_i$ of one function $E$. A channel carrying a steady current is not in equilibrium, so equilibrium thermodynamics does not supply such a function.

In saturation $C_{DG}=4C/15$ while $C_{GD}=0$. The drain voltage no longer reaches the channel, so it cannot change the gate charge. A gate ramp still changes the drain current: while the channel fills, fewer electrons leave at the drain than $I_T$ alone would require. The negative $C_{DS}=-4C/15$ is a transfer coefficient, not a two-terminal capacitor with negative capacitance.

## 5. What Meyer's model loses

Meyer's model starts from the same gate charge and represents it by two reciprocal capacitors, gate-source and gate-drain. Writing (7) as $\frac{2C}{3}\bigl[a+b-ab/(a+b)\bigr]$ makes the differentiation short:

$$C_{gs}=\frac{\partial Q_G}{\partial a}=\frac{2C}{3}\left[1-\frac{b^2}{(a+b)^2}\right],\qquad
C_{gd}=\frac{\partial Q_G}{\partial b}=\frac{2C}{3}\left[1-\frac{a^2}{(a+b)^2}\right]. \tag{14}$$

The charging currents are

$$i_G=C_{gs}\dot a+C_{gd}\dot b,\qquad i_S=-C_{gs}\dot a,\qquad i_D=-C_{gd}\dot b. \tag{15}$$

They sum to zero at every instant, and $i_G$ is the derivative of a genuine gate charge. The statement that Meyer's model does not conserve charge must therefore be made precise: the fault lies in the separate drain and source charges. If a drain charge $Q(a,b)$ existed with $\dot Q=i_D$, it would need $\partial Q/\partial a=0$ and $\partial Q/\partial b=-C_{gd}$. Equality of mixed derivatives would then require $\partial C_{gd}/\partial a=0$. Instead,

$$\frac{\partial C_{gd}}{\partial a}
=-\frac{2C}{3}\left[\frac{2a}{(a+b)^2}-\frac{2a^2}{(a+b)^3}\right]
=-\frac{4C}{3}\frac{ab}{(a+b)^3}. \tag{16}$$

Over a closed cycle, counterclockwise with $a$ horizontal and $b$ vertical, Green's theorem gives

$$\Delta Q_D^{\rm Meyer}=-\oint C_{gd}\,db
=\frac{4C}{3}\iint\frac{ab}{(a+b)^3}\,da\,db. \tag{17}$$

The source receives the opposite charge, because the gate charge returns to its initial value. Reversing the cycle reverses the sign.

This pumped charge is not a fast effect that the quasi-static model misses. Integrate the exact equation (3) over one period of a periodic state:

$$\oint(I_D-I_T)\,dt=Q_D(\text{end})-Q_D(\text{start})=0 . \tag{18}$$

The profile returns to itself, so the result holds at any frequency within the model.

## 6. Numerical example

The parameters are round model values: $W=10$ µm, $L=2$ µm, $C_{ox}=1.5$ fF/µm², $\mu=500$ cm²/(V s) and $V_T=0.5$ V. Hence $C=10\times2\times1.5=30$ fF. The gate is at 2.5 V and the source at 0 V, so $a=2$ V.

**Triode, $V_D=1$ V.** Here $b=1$ V. The numerator of (8) is $16+16+12+3=47$ V³, and that of (9) is $24+24+8+2=58$ V³. With $2C/15=4$ fF and $(a+b)^2=9$ V²,

$$Q_D=-4\times47/9=-20.9\ \text{fC},\qquad Q_S=-4\times58/9=-25.8\ \text{fC}.$$

The slopes (11) are $D_a=8\times22/27=6.52$ fF, $D_b=4\times53/27=7.85$ fF, $S_a=4\times76/27=11.26$ fF and $S_b=8\times11/27=3.26$ fF. Therefore $C_{DG}=14.37$ fF, but $C_{GD}=11.11$ fF. The difference, 3.26 fF, agrees with (13).

**Saturation, $V_D=3$ V.** Now $b=0$, $Q_D=-16$ fC and $Q_S=-24$ fC, with $I_T=0.75$ mA. The capacitances are $C_{DG}=8$ fF, $C_{SG}=12$ fF, $C_{GS}=20$ fF and $C_{GD}=0$. For a gate ramp Meyer's model assigns the whole 20 fF to the source and none to the drain.

The linearised equations (1) and (2), solved without the charge formulas, give a low-frequency $C_{DG}$ of 8.000 fF. An even split in saturation would give $C/3=10$ fF, which this test rejects.

**Range of the quasi-static step.** The natural time in saturation is $\tau=L^2/(\mu a)=40$ ps. Define an effective capacitance $-\mathrm{Im}(I_D/V_G)/\omega$ from the small-signal response to the gate. It is 7.998 fF at $\omega\tau=0.1$ (0.40 GHz), 7.77 fF at $\omega\tau=1$ (4.0 GHz) and 4.31 fF at $\omega\tau=5$ (19.9 GHz). Relative to 8 fF, the last two are low by about 3 % and 46 %. This capacitance sees only the out-of-phase part of the current. The leading $\omega^2$ error of Section 3 lies in the in-phase part. With $w=u\,\delta u$ and $\zeta=1-\xi$, the linearised equation in saturation is $d^2w/d\zeta^2=i\omega\tau\,w/\sqrt{\zeta}$ with $w=0$ at $\zeta=0$. Its power series gives the drain response, relative to the static transconductance, as $1/[1+\tfrac{4}{15}i\omega\tau-\tfrac{1}{45}(\omega\tau)^2+\dots]$. The real part is $1-\tfrac{11}{225}(\omega\tau)^2$ at low frequency; the full series gives 0.95 at $\omega\tau=1$ and 0.27 at $\omega\tau=5$, where the quasi-static model keeps it at 1. At $\omega\tau=1$ the total error of the quasi-static current is about 18 % of the charging current.

**Meyer's pumped charge.** Take $a$ from 1 to 2 V at $b=0$, then $b$ from 0 to 1 V at $a=2$ V, then $a$ back to 1 V, then $b$ back to 0. Only the two edges with changing $b$ contribute to the drain. On them

$$\int_0^1C_{gd}\,db=\frac{2C}{3}\left[1-\frac{a}{a+1}\right]=\frac{20}{a+1}\ \text{fC},$$

with $a$ in volts. This is 6.67 fC at $a=2$ V and 10 fC at $a=1$ V. The drain receives $-6.67+10=3.33$ fC per cycle, about 20 800 elementary charges, and the source receives $-3.33$ fC. Repeated at 100 MHz, this is a false direct current of 0.33 µA. It is small beside the cycle average of $I_T$. If the drain is connected to a storage capacitor, however, the error can build up over successive cycles, until the shift of the node voltage changes $I_T$ enough to balance it. The Ward–Dutton drain charge returns to its starting value to rounding error.

**A fast cycle.** The nonlinear equation was also integrated for $a=1.5+0.5\cos\omega t$ and $b=0.8+0.3\sin\omega t$ (volts), with a period of 40 ps. Over half a cycle the true $Q_D$ changes by 0.65 fC, and the integral of $I_D-I_T$ gives the same value. The quasi-static formula predicts 6.34 fC for this half cycle, which starts at the maximum of $a$. The size of this gap is mostly a matter of phase: the true $Q_D$ swings by about 6.6 fC peak to peak against 8.0 fC, and its fundamental lags the quasi-static one by about 47°. At this speed the steady profile is a poor substitute for the true one mainly because it misses that delay. Over the full cycle the integral nevertheless vanishes to about $10^{-9}$ fC, as (18) requires, while Meyer's model leaves 1.87 fC. Further values are in the numerical output.

## 7. Use in a circuit simulator

Store charges, not capacitances, as the state of the device. For a backward step of length $h$ from time $n$ to $n+1$,

$$I_D^{\,n+1}=I_T^{\,n+1}+\frac{Q_D^{\,n+1}-Q_D^{\,n}}{h},\qquad
I_S^{\,n+1}=-I_T^{\,n+1}+\frac{Q_S^{\,n+1}-Q_S^{\,n}}{h},$$

with the gate current from the difference of $Q_G=-(Q_D+Q_S)$. The constant in $Q_G$ drops out. Summed over many steps, the charge differences telescope, so over a closed voltage cycle the charging currents leave no residue at any terminal, whatever the step size. The sum of $hI_T$ still carries the usual time-stepping error. The Newton matrix contains the derivatives in (12), with their signs restored and divided by $h$, together with the voltage derivatives of $I_T$.

Updating the charge by $C_{ij}\Delta V_j$ with capacitances taken at one end of the step does not telescope. It leaves an error of second order in $\Delta V$ per step even when the transcapacitances are correct. That is a discretisation error and shrinks with the step; Meyer's error (17) does not.

The factored forms (7)–(9) are regular at $a=b$, whereas the forms with $a^2-b^2$ in the denominator have the same finite limit but evaluate to $0/0$ there. They also hold for $b>a$, since the derivation did not use the sign of $a-b$; reverse saturation then requires $a$ to be held at zero. At $a=b=0$ the slopes (11) have no unique limit. There strong inversion has already failed, and a model covering weak inversion must include diffusion. A depletion charge that varies with channel potential adds a bulk charge and a fourth row and column to the matrix.

## Computed results

```
W = 10.0 um, L = 2.0 um
Cox = 1.50 fF/um^2, C = W L Cox = 30.00 fF
mobility = 500 cm^2/(V s), VT = 0.50 V
triode: VG, VD, VS = 2.5, 1.0, 0.0 V; a = 2.00 V, b = 1.00 V
  I_T = 0.5625 mA
  Q_D = -20.889 fC, Q_S = -25.778 fC, sum = -46.667 fC
  drain share = 44.76 %
  C_GG = 28.889, C_GD = 11.111, C_GS = 17.778 fF
  C_DG = 14.370, C_DD = 7.852, C_DS = -6.519 fF
  C_SG = 14.519, C_SD = -3.259, C_SS = 11.259 fF
  C_DG - C_GD = 3.259 fF
  Meyer C_gs = 17.778 fF, C_gd = 11.111 fF
  C_DG from continuity equation, low frequency = 14.3704 fF
saturation: VG, VD, VS = 2.5, 3.0, 0.0 V; a = 2.00 V, b = 0.00 V
  I_T = 0.7500 mA
  Q_D = -16.000 fC, Q_S = -24.000 fC, sum = -40.000 fC
  drain share = 40.00 %
  C_GG = 20.000, C_GD = 0.000, C_GS = 20.000 fF
  C_DG = 8.000, C_DD = 0.000, C_DS = -8.000 fF
  C_SG = 12.000, C_SD = 0.000, C_SS = 12.000 fF
  C_DG - C_GD = 8.000 fF
  Meyer C_gs = 20.000 fF, C_gd = 0.000 fF
  C_DG from continuity equation, low frequency = 8.0001 fF
drain share at a = 2 V:
  VDS = 0.0 V: 50.00 %
  VDS = 0.5 V: 47.64 %
  VDS = 1.0 V: 44.76 %
  VDS = 1.5 V: 41.71 %
  VDS = 2.0 V: 40.00 %
saturation time scale tau = L^2/(mu a) = 40.0 ps
  omega tau = 0.1 (f = 0.398 GHz): effective C_DG = 7.998 fF
  omega tau = 1.0 (f = 3.979 GHz): effective C_DG = 7.766 fF
  omega tau = 5.0 (f = 19.894 GHz): effective C_DG = 4.305 fF
rectangular cycle: a from 1 to 2 V, b from 0 to 1 V
  Meyer drain charge = 3.3333 fC per cycle
  Meyer source charge = -3.3333 fC per cycle
  drain charge / e = 20805
  Ward-Dutton |drain charge| = 3.3e-15 fC
  Meyer false current at 100 MHz = 0.3333 uA
smooth cycle: a = 1.5+0.5 cos, b = 0.8+0.3 sin (V)
  period = 40.0 ps
  half cycle: int (I_D-I_T) dt = 0.6488 fC
  half cycle: true change of Q_D = 0.6488 fC
  half cycle: quasi-static change = 6.3391 fC
  full cycle: |int (I_D-I_T) dt| = 1.2e-09 fC
  full cycle: Meyer drain charge = 1.8686 fC
```
